\section*{How oxidation-retarded diffusion bounds a dopant's interstitial fraction}

\section{Two widths and a small number}

A model antimony layer lies 2~$\mu$m below a silicon surface and has a Gaussian width (standard deviation) of 40~nm. One hour at 1100~$^\circ$C in an inert ambient widens it to 85.8~nm. The same hour in an oxidizing ambient widens it only to 61.4~nm. If oxidation injects interstitials, and interstitials and vacancies recombine to local equilibrium, these widths imply that interstitials carry at most 3.7\,\% of the layer's inert diffusion.

This calls for an explanation. The retardation shows that vacancies matter, but why should it limit the interstitial part so tightly, when the interstitial concentration was never measured? I start with defect concentrations that are uniform in depth and constant in time, and then remove these restrictions.

\section{Uniform defects}

Let $C_I$ and $C_V$ be the interstitial and vacancy concentrations. A star marks the inert anneal at the same temperature, and
\begin{equation}
s=\frac{C_I}{C_I^*},\qquad v=\frac{C_V}{C_V^*}.
\end{equation}
A substitutional dopant of concentration $C$ moves while paired with a defect. If pairing is in local equilibrium, mass action gives pair concentrations $K_I C C_I$ and $K_V C C_V$. With pair diffusivities $d_I$ and $d_V$, and with pairs rare compared with substitutional atoms, the dopant diffusivity is
\begin{equation}
D=d_IK_IC_I+d_VK_VC_V .
\end{equation}
In the inert anneal this is $D^*=d_IK_IC_I^*+d_VK_VC_V^*$. Define the interstitial fraction $f=d_IK_IC_I^*/D^*$. The vacancy term is then $(1-f)D^*$, and division by $D^*$ gives
\begin{equation}
r\equiv\frac{D}{D^*}=fs+(1-f)v .
\label{eq:two}
\end{equation}
The doping is taken as intrinsic, so that the Fermi level, and with it $f$, is the same in both anneals. The fraction does depend on temperature.

Recombination removes pairs of defects at a rate proportional to $C_IC_V-C_I^*C_V^*$. In local equilibrium this vanishes, so $sv=1$ and
\begin{equation}
r=fs+\frac{1-f}{s}.
\label{eq:r}
\end{equation}

The limit $f=0$ gives $r=1/s$: a pure vacancy diffuser slows down as interstitials consume vacancies. The limit $f=1$ gives $r=s$: a pure interstitial diffuser speeds up. In between the two terms compete. Subtract one from (\ref{eq:r}) and factor:
\begin{equation}
r-1=\frac{fs^2-s+(1-f)}{s}
=\frac{(s-1)\,[fs-(1-f)]}{s}.
\end{equation}
For $s>1$ the first factor is positive, so retardation requires $fs<1-f$, that is
\begin{equation}
1<s<\frac{1-f}{f}.
\end{equation}
This window is open only if $f<1/2$. Retardation under interstitial injection therefore already says that vacancies carry more than half of the inert diffusion. The size of the retardation says more.

\section{The largest possible retardation}

Complete the square in (\ref{eq:r}):
\begin{equation}
r=\left(\sqrt{fs}-\sqrt{\frac{1-f}{s}}\right)^2+2\sqrt{f(1-f)} .
\label{eq:square}
\end{equation}
The cross term of the square is $-2\sqrt{f(1-f)}$, which the last term cancels. Since a square is not negative,
\begin{equation}
r\ge 2\sqrt{f(1-f)},
\label{eq:min}
\end{equation}
with equality at $s=\sqrt{(1-f)/f}$. There the two mechanisms contribute equally. A dopant with a given $f$ cannot be slowed further, because any additional interstitials add more transport than the lost vacancies remove.

For $f=0.02$ the least value is $2\sqrt{0.02\times0.98}=0.28$, at $s=7$. The following series holds $f$ fixed and varies the supersaturation; its last column is the bound $B$ derived next.
\begin{center}
\begin{tabular}{ccc}
$s$ & $r$ & $B(r)$\\
2 & 0.530 & 0.076\\
4 & 0.325 & 0.027\\
7 & 0.280 & 0.020\\
12 & 0.322 & 0.027\\
30 & 0.633 & 0.113
\end{tabular}
\end{center}

To turn (\ref{eq:min}) into a statement about $f$, square it and rearrange:
\begin{equation}
r^2\ge4f(1-f)\quad\Longrightarrow\quad f^2-f+\frac{r^2}{4}\ge0 .
\end{equation}
The quadratic has roots $[1\pm\sqrt{1-r^2}\,]/2$ and is not negative outside them. Thus either $f\le B$ or $f\ge1-B$, where
\begin{equation}
B(r)=\frac{1-\sqrt{1-r^2}}{2}.
\label{eq:B}
\end{equation}
Interstitial injection has already required $f<1/2$, which removes the upper branch and leaves
\begin{equation}
\boxed{\,f\le B(r)\qquad (s>1,\ r<1)\,}
\end{equation}

The derivative $dB/dr=r/(2\sqrt{1-r^2})$ is positive, so a smaller $r$ gives a smaller bound. Among several oxidations at one temperature, the strongest retardation is the one to use. Results at different temperatures should not be merged, since each bounds a different $f$.

Two limits fix the scale. As $r\to1$, $B\to1/2$, and only the majority statement remains. For small $r$, $\sqrt{1-r^2}\simeq1-r^2/2$ and
\begin{equation}
B\simeq\frac{r^2}{4}.
\end{equation}
At $r=0.2$ this gives 0.0100, against 0.0101 from (\ref{eq:B}). The quadratic dependence answers the opening question: a moderately small $r$ already forces a very small $f$.

The direction of injection is essential. If a process injects vacancies instead, $s<1$, the same argument applies with the two defects exchanged. It bounds $1-f$, so $f\ge1-B$. A ratio $r=0.377$ would then mean that interstitials carry at least 96\,\% of the diffusion.

\section{The same bound by inversion}

Suppose $s$ were known. Multiplying (\ref{eq:r}) by $s$ gives $rs=fs^2+1-f$, hence
\begin{equation}
f=h(s)\equiv\frac{rs-1}{s^2-1}.
\label{eq:h}
\end{equation}
Since $f\ge0$, retardation also sets a least supersaturation, $s\ge1/r$. When $s$ is unknown, the largest admissible $f$ is the maximum of $h$. The numerator of $h'(s)$ is
\begin{equation}
r(s^2-1)-2s(rs-1)=-(rs^2-2s+r),
\end{equation}
whose root above one is
\begin{equation}
s_m=\frac{1+\sqrt{1-r^2}}{r}.
\end{equation}
The numerator is positive for $1<s<s_m$ and negative beyond, so $s_m$ is the maximum. There $r(s_m^2-1)=2s_m(rs_m-1)$, and therefore
\begin{equation}
h(s_m)=\frac{r}{2s_m}=\frac{r^2}{2(1+\sqrt{1-r^2})}=B(r),
\end{equation}
where the last step uses $r^2=(1-\sqrt{1-r^2})(1+\sqrt{1-r^2})$.

This shows what the bound does not say. For $f=0$, the value $s=1/r$ reproduces the measured ratio. For $0<f\le B$, the right side of (\ref{eq:r}) falls continuously from 1 at $s=1$ to $2\sqrt{f(1-f)}\le r$, so it passes through $r$. Every fraction from zero to $B$ is thus compatible with one measured ratio. $B$ is a limit and should not be quoted as the value of $f$.

\section{Defects that vary in depth and time}

An oxidation does not hold $s$ constant. With varying defect concentrations, the flux of each pair follows the gradient of the pair concentration, not of $C$ alone. For uniform $d_I$ and $d_V$,
\begin{equation}
\frac{\partial C}{\partial t}
=\frac{\partial^2}{\partial x^2}\left(d_IK_IC_IC+d_VK_VC_VC\right)
=\frac{\partial^2(DC)}{\partial x^2}.
\label{eq:pde}
\end{equation}
This differs from Fick's form $\partial_x(D\,\partial_xC)$ when $D$ depends on depth.

I tested the difference on a lattice of 161 sites with three species: substitutional dopant and two mobile pairs. The supersaturation was $s=1+4e^{-x/40}$, with $x$ in sites from the centre, and $f=0.6$. Pairs formed at rates $0.01fs$ and $0.01(1-f)/s$, dissociated at rate 10, and hopped to each neighbour at rate 1. An initial Gaussian of width 3 sites evolved for a time $10^4$ by matrix exponential. Relative to the peak of the full solution, the largest error was 0.3\,\% for (\ref{eq:pde}) and 4.4\,\% for Fick's form.

Equation (\ref{eq:pde}) makes the variance simple. Let $\langle\cdot\rangle_C$ be an average over the dopant profile, which must vanish at the surface and in the bulk. Two integrations by parts give
\begin{align}
\frac{d}{dt}\langle x\rangle_C&=0,\\
\frac{d}{dt}\langle x^2\rangle_C&=2\langle D\rangle_C,
\end{align}
because the second derivatives of $x$ and $x^2$ are 0 and 2. The variance $\sigma^2$ therefore grows at the rate $2\langle D\rangle_C$. The ratio of variance gains,
\begin{equation}
r=\frac{\sigma_{\rm ox}^2-\sigma_0^2}{\sigma_{\rm inert}^2-\sigma_0^2},
\label{eq:widths}
\end{equation}
is the average of $D/D^*$ over profile and time. Writing this average as $\langle\cdot\rangle$ and setting $S=\langle s\rangle$,
\begin{equation}
r=fS+(1-f)\langle1/s\rangle .
\label{eq:avg}
\end{equation}
The Cauchy--Schwarz inequality gives
\begin{equation}
1=\left\langle\sqrt{s}\,\frac{1}{\sqrt{s}}\right\rangle^2\le\langle s\rangle\langle1/s\rangle ,
\end{equation}
so $\langle1/s\rangle\ge1/S$ and
\begin{equation}
r\ge fS+\frac{1-f}{S}.
\label{eq:jensen}
\end{equation}
The right side is the uniform formula at supersaturation $S$, so (\ref{eq:min}) still holds. To exclude the upper branch, note that $f\ge1/2$ and $S>1$ would give
\begin{equation}
r\ge\frac1S+f\left(S-\frac1S\right)\ge\frac12\left(S+\frac1S\right)>1 .
\end{equation}
Hence $f\le B(r)$ needs only a mean supersaturation above one. Fluctuations of $s$ raise $r$ above its uniform value and make the bound looser, not invalid. Multiplying (\ref{eq:jensen}) by $S$ also gives $f\le h(S)$, which is useful when $S$ is known independently.

\section{The buried layer, number by number}

The layer is a synthetic experiment with a chosen hidden value $f=0.02$. The inert diffusivity is $8\times10^{-15}$~cm$^2$/s, and the supersaturation is
\begin{equation}
s(x,t)=1+\frac{4\,e^{-x/(10\,\mu{\rm m})}}{\sqrt{1+t/(1200\,{\rm s})}} .
\end{equation}
It falls from 4.27 to 2.64 at the layer during the hour. I solved (\ref{eq:pde}) by the Crank--Nicolson method with 4~nm spacing and 300 time steps, and fitted Gaussians to the final profiles. The widths give
\begin{equation}
r=\frac{61.39^2-40^2}{85.77^2-40^2}=\frac{2169}{5756}=0.377 .
\end{equation}
The last digit of these widths reflects the mesh: the exact inert width is $\sqrt{40^2+5760}=85.79$~nm, and a converged solution gives 61.41~nm and $r=0.3769$ instead of 0.3767, which leaves the results below unchanged at the digits shown. The time averages at the layer centre, found by quadrature, are $S=3.183$ and $\langle1/s\rangle=0.3197$. Equation (\ref{eq:avg}) then gives
\begin{equation}
r=0.02\times3.183+0.98\times0.3197=0.064+0.313=0.377,
\end{equation}
in agreement with the widths. Vacancies still carry most of the remaining diffusion. The bound is
\begin{equation}
B=\frac{1-\sqrt{1-0.377^2}}{2}=0.037 ,
\end{equation}
nearly twice the hidden fraction. It is loose because the mean supersaturation, 3.2, lies well below $s=7$, where a dopant with $f=0.02$ is slowed most and the bound equals its fraction. A dopant with $f=B$ would need $s_m=5.1$ to give the same $r$. From $r$ alone one also learns that $S\ge1/r=2.65$.

If $S$ is known, the limit tightens to
\begin{equation}
h(S)=\frac{0.3767\times3.183-1}{3.183^2-1}=0.022 .
\end{equation}
The remaining excess over 0.02 comes from the variation of $s$ in time. Inserting (\ref{eq:avg}) into $h(S)$ gives
\begin{equation}
h(S)-f=\frac{(1-f)\,(S\langle1/s\rangle-1)}{S^2-1},
\end{equation}
which vanishes for constant $s$ and is about 0.002 here.

The tighter limit demands better data. A 10\,\% error in $r$ moves $B$ to 0.045 or 0.030. The same error moves $h(S)$ by $0.0377\,S/(S^2-1)=0.013$, more than half of its value.

Fick's form would give the same $r=0.377$ in this example. It adds $2\langle(x-\langle x\rangle_C)D'\rangle_C\simeq2\sigma^2D''$ to the variance rate. Since $D$ varies over about 10~$\mu$m and the layer is less than 0.1~$\mu$m wide, this is a relative change of order $10^{-4}$ or less.

\section{When recombination is incomplete}

Now let $sv=p$, with $p$ different from one. Completing the square in (\ref{eq:two}) gives
\begin{equation}
r\ge2\sqrt{p\,f(1-f)} .
\end{equation}
For $s>v$ and $f\ge1/2$ one has $r\ge(s+v)/2\ge\sqrt p$. If $r^2<p$, the upper branch is therefore excluded and
\begin{equation}
f\le\frac{1-\sqrt{1-r^2/p}}{2}.
\label{eq:p}
\end{equation}
For $p>1$ the right side is below $B(r)$, so $B$ remains a valid bound. For $p<1$ it is above, and $B$ can fail: with $r=0.377$ and $p=0.9$ the limit is 0.041 instead of 0.037.

In a stationary state, which sign occurs depends on vacancy transport. Let $k$ be the recombination coefficient and $D_V$ the vacancy diffusivity. The stationary balance $D_VC_V''=k(C_IC_V-C_I^*C_V^*)$, divided by $kC_I^*C_V^*$, becomes
\begin{equation}
\ell^2v''=sv-1=p-1,\qquad \ell^2=\frac{D_V}{kC_I^*}.
\end{equation}
Thus $p>1$ where the vacancy profile curves upward, and $p<1$ where it curves downward. For barrier-free capture at radius $a$, $k=4\pi a(D_I+D_V)$, with $D_I$ the interstitial diffusivity, so $\ell\le(4\pi aC_I^*)^{-1/2}$. With $a=0.5$~nm this upper limit is 1.26~$\mu$m for $C_I^*=10^{14}$~cm$^{-3}$ and 3.99~$\mu$m for $10^{13}$~cm$^{-3}$. Both concentrations are rough guesses, and lower values are possible: at $10^{12}$~cm$^{-3}$ the upper limit would be 12.6~$\mu$m. A vacancy diffusivity well below $D_I$ makes $\ell$ shorter than its upper limit.

I solved the balance by finite differences at these upper limits, using the supersaturation profile at half time. The surface either holds $v=1$, as a perfect vacancy source, or passes no vacancies. At the layer $s=3.07$, and full recombination would give $r=0.381$.
\begin{center}
\begin{tabular}{cccc}
$C_I^*$ (cm$^{-3}$) & surface & $p$ & $r$\\
$10^{14}$ & source & 1.13 & 0.422\\
$10^{14}$ & no flux & 1.004 & 0.382\\
$10^{13}$ & source & 1.92 & 0.675\\
$10^{13}$ & no flux & 1.07 & 0.402
\end{tabular}
\end{center}
In all four cases $p>1$: the bound survives but loses strength. At this instant $B$ rises from 0.038 to 0.047 in the first case and to 0.13 in the third. The sign is tied to these two surface conditions. A surface that absorbs vacancies makes the profile curve downward: with $v=0$ at the surface the same balance gives $p=0.95$ for $C_I^*=10^{14}$~cm$^{-3}$, and $p=0.64$, $r=0.267$, $B=0.018$ for $10^{13}$~cm$^{-3}$. The last value lies below the hidden $f=0.02$, so there the bound fails. The table also holds the interstitial profile fixed. If recombination is allowed to deplete it, with $s$ held at the surface and $D_VC_V^*/D_IC_I^*$ between 0.3 and 1, the first row moves to $r=0.44$--0.48, while the no-flux rows hardly change.

The recombination time alone would not reveal this. In a uniform region $v$ relaxes as $\dot v=-\kappa(sv-1)$, with $\kappa\ge4\pi aD_IC_I^*$. A rough $D_IC_I^*=5\times10^7$~cm$^{-1}$s$^{-1}$ gives a relaxation time $1/(\kappa s)$ of at most about 10~ms, far below one hour. Yet vacancies from the surface can still reach the layer. For constant $s$ their excess decays as $e^{-x\sqrt s/\ell}$. A recombination barrier $E$ multiplies $\ell$ by $e^{E/2k_BT}$, and, starting from the upper limit of $\ell$ for $C_I^*=10^{14}$~cm$^{-3}$, the decay length equals the 2~$\mu$m depth at
\begin{equation}
E=2k_BT\ln\frac{2\,\mu{\rm m}\,\sqrt{3.07}}{1.26\,\mu{\rm m}}\simeq0.24~{\rm eV}.
\end{equation}

A direct-exchange mechanism, which needs no defect, does not spoil the bound under injection. If it carries a share $e$ of $D^*$, then
\begin{equation}
r=e+fs+(1-e-f)v=fs+(1-f)v+e(1-v).
\end{equation}
For $v\le1$ the added term is not negative, so $r$ still obeys the lower limit used above.

\section{Beside a real antimony layer}

Antimony in silicon is known to diffuse mainly by vacancies and to be retarded by oxidation. The supersaturation of a few is a rough typical value for 1100~$^\circ$C. The diffusivity is a model value, about three times below common fits for intrinsic antimony (near $2.5\times10^{-14}$~cm$^2$/s), which changes the widths but hardly the ratio $r$; the fraction 0.02 was chosen, so 0.037 is not a measured bound for antimony. Complete recombination is the assumption most at risk. The shifts given above are examples, and a lower $C_I^*$ or a recombination barrier can make them much larger, until the bound says little more than that vacancies carry the majority, or the retardation disappears altogether. If the oxidizing surface absorbs vacancies, $p$ falls below one at the layer and $B(r)$ can lie below the true fraction. Two other departures from the assumptions are small here. A dose of $10^{13}$~cm$^{-2}$ gives an initial peak of $1.0\times10^{18}$~cm$^{-3}$. With a rough intrinsic density of $10^{19}$~cm$^{-3}$, the electron density is 5\,\% above intrinsic. Oxidation that consumes 50~nm of silicon brings the surface nearer and changes the initial $s$ at the layer by 0.4\,\%. A wet oxidation consumes more in the same time, and this change grows nearly in proportion. A heavily doped or shallow layer would need its own treatment, since $f$ then varies with the Fermi level or dopant reaches the surface.

Numbers in the example were calculated in double precision.
